# Piezoelectric d, fixed-D stiffness, free permittivity and k33 for wurtzite

**Question**

I have the response constants of a wurtzite crystal in the form a density functional perturbation theory calculation gives them: stiffness $C^E$ at fixed electric field, piezoelectric tensor $e$, and permittivity $\varepsilon^S$ at fixed strain. To practise the conversions I took round model numbers, with the polar axis along 3:

- $C_{11},C_{12},C_{13},C_{33},C_{44}=200,\,120,\,100,\,220,\,40$ GPa
- $e_{31},e_{33},e_{15}=-0.5,\,1.2,\,-0.4$ C/m²
- $\varepsilon_{11}^S,\varepsilon_{33}^S=8\varepsilon_0,\,9\varepsilon_0$

I need $d$, the stiffness at fixed $D$, the permittivity at free stress, and the coupling factor $k_{33}$.

For $d_{33}$ I tried $e_{33}/C_{33}=5.455$ pC/N. For the coupling I tried $e_{33}^2/(C_{33}^D\varepsilon_{33}^S)$ with $C_{33}^D=C_{33}+e_{33}^2/\varepsilon_{33}^S$, which gives $0.0759$. But this never uses $C_{13}$ or $e_{31}$, and a bar pulled along its axis surely contracts sideways. What do my two numbers describe, and what is the correct route? I am also unsure what "fixed $D$" means in a crystal that is already polarized.

**Answer**

Your two numbers belong to a crystal whose sides are clamped. The constants $d_{33}$ and $k_{33}$ refer to free sides. All the conversions follow from one energy function, provided you track which variables are held fixed.

**What the inputs must mean**

Take a reference state with zero stress and zero macroscopic field, and keep the response linear. Let $T$ be stress and $S$ strain, as Voigt columns with engineering shears ($S_4=2\eta_{23}$, $S_5=2\eta_{13}$, $S_6=2\eta_{12}$, where $\eta$ is the strain tensor). A superscript names what is held fixed, and $t$ denotes a transpose.

All three inputs must be relaxed-ion quantities. "Fixed strain" fixes the cell, not the ions inside it, so the purely electronic permittivity is not $\varepsilon^S$.

Let $D$ be the change in electrode charge per original area, and $E$ the voltage per original length. Fixed $D$ then means open electrodes: no charge flows, whatever the spontaneous polarization $P_3$. This choice requires the proper piezoelectric tensor. If the crystal is stretched sideways by $S_1$ and no charge flows, the area grows by the factor $1+S_1$, and the electrode charge per actual area, which equals $P_3$ in the reference state, falls by $P_3S_1$. That dilution is not a current, and the proper $e_{31}$ excludes it. At zero field the Cartesian polarization is the charge per actual area, $(P_3+e_{31}S_1)/(1+S_1)$, so it changes by $(e_{31}-P_3)S_1$, while the charge per original area changes by $e_{31}S_1$. The same distinction affects $e_{15}$: a symmetric shear $S_5$ tilts the existing polarization, so the Cartesian $P_1$ changes by $(e_{15}+P_3/2)S_5$, where $e_{15}$ is the proper value. For $e_{33}$ the two forms agree.

**The two linear laws**

The electric enthalpy per original volume is, to second order,

$$H=\tfrac12 S^tC^ES-E^teS-\tfrac12E^t\varepsilon^SE .$$

With $T=\partial H/\partial S$ and $D=-\partial H/\partial E$,

$$T=C^ES-e^tE,\qquad D=eS+\varepsilon^SE. \tag{1}$$

The same $e$ appears in both laws because both are derivatives of one function.

**Which constants survive in wurtzite**

The point group 6mm has mirror planes normal to axes 1 and 2, so a tensor component survives only if the index 1 and the index 2 each occur an even number of times. Under a rotation by $60^\circ$ about axis 3:

- $S_1+S_2$, $S_3$ and $E_3$ do not change.
- $(E_1,E_2)$ and $(S_5,S_4)$ turn by $60^\circ$.
- $(S_1-S_2,\,S_6)$ turns by $120^\circ$ (up to the sense of rotation).

A symmetric quadratic form of a two-component vector that is unchanged by a $60^\circ$ or $120^\circ$ turn must be a multiple of the squared length. Hence $C_{44}=C_{55}$ and $\varepsilon_{11}=\varepsilon_{22}$. The invariant coupling of $(E_1,E_2)$ to $(S_5,S_4)$ that the mirrors allow is their scalar product, so $e_{15}=e_{24}$. Invariance of the terms containing $S_1$ and $S_2$ gives $C_{11}=C_{22}$, $C_{13}=C_{23}$ and $e_{31}=e_{32}$. Finally,

$$C_{11}(S_1^2+S_2^2)+2C_{12}S_1S_2=\tfrac{C_{11}+C_{12}}2(S_1+S_2)^2+\tfrac{C_{11}-C_{12}}2(S_1-S_2)^2,$$

and $S_6^2$ must carry the same coefficient as $(S_1-S_2)^2$, so $C_{66}=(C_{11}-C_{12})/2=40$ GPa. Your list of constants is therefore complete.

**The tensor $d$**

Let $s^E=(C^E)^{-1}$, which is symmetric. Solve the first law in (1) for the strain:

$$S=s^ET+s^Ee^tE=s^ET+d^tE,\qquad d=es^E. \tag{2}$$

To get explicit formulas, apply $E_3$ with all stresses zero. The first two rows of the stress law are

$$C_{11}S_1+C_{12}S_2+C_{13}S_3=e_{31}E_3,\qquad C_{12}S_1+C_{11}S_2+C_{13}S_3=e_{31}E_3.$$

Their difference is $(C_{11}-C_{12})(S_1-S_2)=0$. Stability requires $C_{11}>C_{12}$, so $S_1=S_2$. What remains is

$$(C_{11}+C_{12})S_1+C_{13}S_3=e_{31}E_3,\qquad 2C_{13}S_1+C_{33}S_3=e_{33}E_3.$$

The determinant is $\Delta=C_{33}(C_{11}+C_{12})-2C_{13}^2$. Eliminating one strain at a time gives $d_{31}=S_1/E_3$ and $d_{33}=S_3/E_3$:

$$d_{31}=\frac{C_{33}e_{31}-C_{13}e_{33}}{\Delta},\qquad d_{33}=\frac{(C_{11}+C_{12})e_{33}-2C_{13}e_{31}}{\Delta}.$$

For a field $E_1$, the row $0=C_{44}S_5-e_{15}E_1$ gives $d_{15}=e_{15}/C_{44}$.

Since 1 C/m² divided by 1 GPa is 1 nC/N, your numbers give

$$\Delta=220\times320-2\times100^2=50400\ \text{GPa}^2,$$

$$d_{33}=\frac{320\times1.2+2\times100\times0.5}{50400}\ \text{nC/N}=9.603\ \text{pC/N},$$

$$d_{31}=\frac{-220\times0.5-100\times1.2}{50400}\ \text{nC/N}=-4.563\ \text{pC/N},$$

$$d_{15}=\frac{-0.4}{40}\ \text{nC/N}=-10.000\ \text{pC/N}.$$

**Where $e_{33}/C_{33}$ went wrong**

Now load the bar with $T_3$ alone at $E=0$. The same two equations, with right-hand sides $0$ and $T_3$, give $S_3=s_{33}^ET_3$ and $S_1=S_2=s_{13}^ET_3$, where

$$s_{33}^E=\frac{C_{11}+C_{12}}{\Delta}=6.3492\ \text{TPa}^{-1},\qquad s_{13}^E=-\frac{C_{13}}{\Delta}=-1.9841\ \text{TPa}^{-1}.$$

The charge is $D_3=e_{33}S_3+e_{31}(S_1+S_2)$, so

$$d_{33}=s_{33}^Ee_{33}+2s_{13}^Ee_{31}=7.619+1.984=9.603\ \text{pC/N}.$$

If the sides are clamped, $S_1=S_2=0$ and $S_3=T_3/C_{33}$, which gives your $5.455$ pC/N. Freeing the sides has two effects. The bar becomes softer along its axis, since $1/s_{33}^E=C_{33}-2C_{13}^2/(C_{11}+C_{12})<C_{33}$, and this raises the axial part from 5.455 to 7.619 pC/N. The sideways contraction under tension, multiplied by the negative $e_{31}$, then adds 1.984 pC/N. With a positive $e_{31}$ and a positive $C_{13}$, that second part would subtract.

**Permittivity at free stress**

Insert (2) into the second law of (1):

$$D=e(s^ET+s^Ee^tE)+\varepsilon^SE=dT+\varepsilon^TE,\qquad \varepsilon^T=\varepsilon^S+es^Ee^t. \tag{3}$$

The added term is $de^t$. Written out for wurtzite,

$$\varepsilon_{33}^T=\varepsilon_{33}^S+2e_{31}d_{31}+e_{33}d_{33},\qquad \varepsilon_{11}^T=\varepsilon_{11}^S+\frac{e_{15}^2}{C_{44}}.$$

With $\varepsilon_0=8.8542$ pF/m,

$$\varepsilon_{33}^T=79.688+4.563+11.524=95.775\ \text{pF/m}=10.817\,\varepsilon_0,$$

$$\varepsilon_{11}^T=70.834+4.000=74.834\ \text{pF/m}=8.452\,\varepsilon_0.$$

A free crystal deforms in the field, and the deformation brings extra charge to the electrodes. The added matrix $es^Ee^t$ cannot have a negative eigenvalue when $s^E$ is positive definite.

**Stiffness at fixed $D$**

For a deformation with all three components of $D$ held at zero change, (1) gives $E=-(\varepsilon^S)^{-1}eS$. Therefore

$$T=C^ES+e^t(\varepsilon^S)^{-1}eS,\qquad C^D=C^E+e^t(\varepsilon^S)^{-1}e. \tag{4}$$

The permittivity here is the one at fixed strain, because the strain is what you impose. The entries are

$$C_{11}^D=200+\frac{e_{31}^2}{\varepsilon_{33}^S}=200+3.137=203.137\ \text{GPa},$$

$$C_{12}^D=120+\frac{e_{31}^2}{\varepsilon_{33}^S}=120+3.137=123.137\ \text{GPa},$$

$$C_{13}^D=100+\frac{e_{31}e_{33}}{\varepsilon_{33}^S}=100-7.529=92.471\ \text{GPa},$$

$$C_{33}^D=220+\frac{e_{33}^2}{\varepsilon_{33}^S}=220+18.071=238.071\ \text{GPa},$$

$$C_{44}^D=40+\frac{e_{15}^2}{\varepsilon_{11}^S}=40+2.259=42.259\ \text{GPa}.$$

$C_{66}$ stays at 40 GPa, because $S_6$ produces no charge.

The fall of $C_{13}$ is not an error. The matrix $C^D-C^E$ has no negative eigenvalue, so no deformation costs less energy with open electrodes, but an off-diagonal entry may have either sign. Here it follows the sign of $e_{31}e_{33}$.

The electrical condition also matters component by component. If only $D_3$ is held fixed while $E_1=E_2=0$, the shear constant stays at $C_{44}=40$ GPa, since its increase comes from the transverse fields.

**The coupling factor $k_{33}$**

Define $k_{33}^2$ as the fraction of the mechanical work put into a bar that comes out electrically in the cycle below: load shorted, unload open, discharge free. The fraction belongs to this cycle and is not an upper bound. If one instead holds $S_3$ fixed and feeds in electrical work until $T_3=0$, no mechanical work is returned. After a final discharge at zero stress the bar is back in its starting state, and energy conservation makes the net electrical output (taken out minus fed in) equal to all the mechanical work put in. The bar lies along axis 3, its sides are free, and its electrodes are on the end faces. The field is taken as uniform, with no flux leaving through the sides. At a permittivity near $11\varepsilon_0$ this fails for a slender bar without guarding: for a cylinder in vacuum with your free-stress permittivities, the capacitance between the end electrodes exceeds $\varepsilon_{33}^T\times\text{area}/\text{length}$ by a factor of about 1.13 at length/diameter 0.5, 1.7 at 2.5 and 4.5 at 10, and the delivered fraction falls below $k_{33}^2$ by roughly the same factor. Work per volume is $T\,dS+E\,dD$. Consider a cycle that is slow compared with the mechanical resonances but fast compared with the leakage time $\varepsilon_{33}^T\rho$, where $\rho$ is the resistivity (about 1 µs at $10^6\ \Omega$ cm), since otherwise $D_3$ does not stay fixed with open electrodes:

1. Load to $T_3$ with the electrodes shorted. Since $E=0$, the work put in is $W=\tfrac12s_{33}^ET_3^2$. The charge reaches $D_3=d_{33}T_3$.
2. Open the circuit and remove the load. $D_3$ stays fixed, so no electrical work is done. At zero stress, (3) gives $E_3=D_3/\varepsilon_{33}^T$.
3. Discharge through an ideal load at zero stress. No mechanical work is done, and the electrical work taken out is $\tfrac12D_3E_3=\tfrac12(d_{33}T_3)^2/\varepsilon_{33}^T$.

The ratio is

$$k_{33}^2=\frac{d_{33}^2}{s_{33}^E\,\varepsilon_{33}^T}.$$

The permittivity is the free-stress one because the bar discharges while free to deform. With your numbers,

$$k_{33}^2=\frac{9.603^2}{6.3492\times95.775}=0.1517,\qquad k_{33}=0.389.$$

The powers of ten cancel: $10^{-24}$ stands above and below.

There is an equivalent mechanical form. With $D_3=0$, (3) gives $E_3=-d_{33}T_3/\varepsilon_{33}^T$, and (2) then gives

$$S_3=\left(s_{33}^E-\frac{d_{33}^2}{\varepsilon_{33}^T}\right)T_3\equiv s_{33}^DT_3,\qquad k_{33}^2=1-\frac{s_{33}^D}{s_{33}^E}.$$

Here $s_{33}^D=5.3863$ TPa⁻¹, against $6.3492$ TPa⁻¹ with shorted electrodes. It is the 33 element of $(C^D)^{-1}$, not $1/C_{33}^D$.

For a compression $T_3=-10$ MPa, the charge is $-96.03$ µC/m² and the field after unloading is $-1.0027$ MV/m. The work put in is 317.46 J/m³. Unloading returns $\tfrac12s_{33}^DT_3^2=269.32$ J/m³, and discharging delivers the remaining 48.14 J/m³.

**What your 0.0759 measures**

Repeat the cycle on a plate with $S_1=S_2=0$. The side stresses do no work, because the side strains do not change. The axial compliance is $1/C_{33}^E$ with shorted electrodes and $1/C_{33}^D$ with open ones, so the converted fraction is

$$k_t^2=1-\frac{C_{33}^E}{C_{33}^D}=\frac{e_{33}^2}{C_{33}^D\varepsilon_{33}^S}=\frac{18.071}{238.071}=0.0759,\qquad k_t=0.2755.$$

This is a legitimate coupling factor, for thickness deformation of a laterally clamped plate. For your parameters the free bar converts about twice as large a fraction.

That order is not general. Set $C_{13}=0$. Then $d_{33}=e_{33}/C_{33}$ and $d_{31}=e_{31}/(C_{11}+C_{12})$, and the two results become

$$k_{33}^2=\frac{e_{33}^2}{C_{33}\varepsilon_{33}^S+e_{33}^2+2e_{31}^2C_{33}/(C_{11}+C_{12})},\qquad k_t^2=\frac{e_{33}^2}{C_{33}\varepsilon_{33}^S+e_{33}^2}.$$

They agree if $e_{31}$ also vanishes. If $e_{31}\neq0$ and $e_{33}\ne0$, the free bar has the smaller coupling: its sides move in the field and store energy, but with shorted electrodes an axial load does not move them, so $e_{31}$ raises $\varepsilon_{33}^T$ and adds nothing to $d_{33}$.

**Limits and failure**

If all $e$ are scaled by a small factor $\lambda$, $d$ scales as $\lambda$, while $C^D-C^E$ and $\varepsilon^T-\varepsilon^S$ scale as $\lambda^2$. To leading order $k_{33}$ scales as $\lambda$. Reversing axis 3 changes the sign of every $e$ and $d$ but leaves $C^D$, $\varepsilon^T$ and $k_{33}^2$ unchanged.

The conversions (2) to (4) need only invertible $C^E$ and $\varepsilon^S$. The sign statements and the reading of $k_{33}^2$ as a fraction of work assume a stable crystal, with positive definite $C^E$ and $\varepsilon^S$. In particular $\Delta>0$: for $S_1=S_2$ the elastic energy is $\tfrac12[2(C_{11}+C_{12})S_1^2+4C_{13}S_1S_3+C_{33}S_3^2]$, whose matrix has determinant $2\Delta$. As $\Delta\to0$ with $C_{11}+C_{12}$ and $C_{33}$ held fixed, so that $2C_{13}^2$ approaches $C_{33}(C_{11}+C_{12})$, the crystal softens, $s_{33}^E$ diverges, and $\Delta$ becomes a small difference of two large terms, so small relative errors in the elastic constants become large relative errors in $\Delta$ and hence in $d_{33}$. An error in $e_{31}$ or $e_{33}$ enters only the numerator and is multiplied by $1/\Delta$. When the numerator $(C_{11}+C_{12})e_{33}-2C_{13}e_{31}$ stays finite, as it does for your signs, $d_{33}$ grows by the same factor and the relative error is not amplified. If the numerator vanishes together with $\Delta$, $d_{33}$ stays finite and relative errors in $e$ are amplified too. Since $S_3=s_{33}^ET_3$, the axial load that keeps the strain small then shrinks in proportion to $\Delta$. Loads that do not drive the soft strain, such as $T_1=-T_2$ or a shear, are not affected.
